\section*{Resolving steady heat current by frequency from force-velocity correlations, part 1}

(Sections cited here and not found follow in the second part.)

\section{From work across a plane to a Landauer spectrum}

\textbf{Q.} A steady heat current is a constant. A constant has no frequency content except at zero. What is there to resolve?

\textbf{A.} The current is constant only as a mean, and what is averaged is a product of two fluctuating quantities, a force and a velocity. The mean power in an electrical circuit is similar: voltage and current may both oscillate with zero mean while their product does not average to zero. One can then ask which frequencies of the two factors produce the mean product.

\textbf{Q.} Then start with the product. Which force, and which velocity?

\textbf{A.} Take a classical solid and a plane that divides its atoms into a left set $L$ and a right set $R$. Atoms do not change sides, so no energy is carried by migration. They interact through pair energies $\phi_{ij}$, and heat baths act on some of them. For $i\in L$ and $j\in R$, let
\begin{equation}
F_{ji}=-\frac{\partial\phi_{ij}}{\partial r_j}=-F_{ij}
\end{equation}
be the force on $j$ from $i$. I assign half of each crossing pair energy to either side. The energy of the right side is then
\begin{equation}
E_R=\sum_{j\in R}\tfrac12 m_jv_j^2+V_{RR}+\tfrac12\sum_{i\in L,\,j\in R}\phi_{ij},
\end{equation}
where $V_{RR}$ contains all potential energy that involves right atoms alone, walls included. The forces from $V_{RR}$ do work that changes the kinetic energy by $-\dot V_{RR}$, so these two contributions cancel. The crossing forces remain, and so does the power $P_R$ that the baths deliver to $R$:
\begin{equation}
\dot E_R=\sum F_{ji}\cdot v_j+\tfrac12\sum\dot\phi_{ij}+P_R .
\end{equation}
A pair energy changes because both of its atoms move,
\begin{equation}
\dot\phi_{ij}=-F_{ji}\cdot v_j-F_{ij}\cdot v_i=-F_{ji}\cdot(v_j-v_i).
\end{equation}
Inserting this, the coefficient of $v_j$ becomes $1-\tfrac12$ and that of $v_i$ becomes $+\tfrac12$:
\begin{equation}
\dot E_R=\sum_{i\in L,\,j\in R}F_{ji}\cdot\frac{v_i+v_j}{2}+P_R .
\end{equation}
In a steady state $\langle\dot E_R\rangle=0$. The mean of the first term is therefore the current $J$ from left to right, and the baths on the right remove it:
\begin{equation}
J=\sum_{i\in L,\,j\in R}\Big\langle F_{ji}\cdot\frac{v_i+v_j}{2}\Big\rangle=-\langle P_R\rangle .
\label{eq:J}
\end{equation}
Nothing here requires the forces to be linear.

\textbf{Q.} That is an equal-time average. Where does a Fourier transform enter?

\textbf{A.} Separate the two factors by a delay $\tau$:
\begin{equation}
C(\tau)=\sum_{i\in L,\,j\in R}\Big\langle F_{ji}(t+\tau)\cdot\frac{v_i(t)+v_j(t)}{2}\Big\rangle ,\qquad J=C(0).
\end{equation}
In a steady state $C$ does not depend on $t$. I assume that correlations die out at long delay. Then $C$ tends to a product of means, which is zero because the mean velocity of a bound atom is zero. The transform and its inverse at $\tau=0$ are
\begin{equation}
\tilde C(\omega)=\int_{-\infty}^{\infty}e^{i\omega\tau}C(\tau)\,d\tau,\qquad
C(0)=\frac1{2\pi}\int_{-\infty}^{\infty}\tilde C(\omega)\,d\omega .
\end{equation}
Since $C(\tau)$ is real, $\tilde C(-\omega)=\tilde C(\omega)^*$. Folding the negative frequencies onto the positive ones gives $\tilde C+\tilde C^*=2\,\mathrm{Re}\,\tilde C$, and hence
\begin{equation}
J=\int_0^\infty q(\omega)\,d\omega,\qquad q(\omega)=\frac1\pi\,\mathrm{Re}\,\tilde C(\omega).
\label{eq:q}
\end{equation}
The factor $1/\pi$ belongs to an integral over angular frequency $\omega>0$. A density per ordinary frequency would be $2\pi q$.

\textbf{Q.} In a simulation I would have to store a long correlation function for every pair of atoms.

\textbf{A.} That can be avoided. For one pair, write $F$ for the force and $v$ for the mean of the two velocities, and transform a record of length $t_0$:
\begin{equation}
\hat F(\omega)=\int_0^{t_0}e^{i\omega s}F(s)\,ds,\qquad \hat v(\omega)=\int_0^{t_0}e^{i\omega s}v(s)\,ds .
\end{equation}
The averaged product contains $C(s-s')$. For a given delay $\tau=s-s'$ the square of integration has length $t_0-|\tau|$, so
\begin{equation}
\langle\hat F\hat v^*\rangle=\int_{-t_0}^{t_0}(t_0-|\tau|)\,e^{i\omega\tau}C(\tau)\,d\tau .
\end{equation}
When $t_0$ is much longer than the decay time of $C$, the right side approaches $t_0\tilde C(\omega)$. The estimator is therefore
\begin{equation}
q(\omega)\simeq\frac{1}{\pi t_0}\,\mathrm{Re}\,\langle\hat F(\omega)\hat v(\omega)^*\rangle ,
\end{equation}
summed over the crossing pairs. The average over many records, or over a band of neighbouring frequencies, is essential. Lengthening a single record makes the frequency grid finer but does not reduce the scatter at one grid point.

\textbf{Q.} You split the pair energy in half. I could give all of it to the left side. Is your spectrum a property of the system or of your bookkeeping?

\textbf{A.} The total is independent of that choice, but the spectrum need not be. Give a fraction $\alpha$ of $\phi_{ij}$ to the right side. The same algebra replaces the velocity factor by $(1-\alpha)v_j+\alpha v_i$, which differs from the symmetric one by
\begin{equation}
(1-\alpha)v_j+\alpha v_i-\frac{v_i+v_j}{2}=\big(\tfrac12-\alpha\big)(v_j-v_i).
\end{equation}
The added power is $(\frac12-\alpha)F_{ji}\cdot(v_j-v_i)=-(\frac12-\alpha)\dot\phi_{ij}$. It is a total time derivative, so its steady mean is zero and $J$ is unchanged.

For the spectrum, first take a linear spring with extension $x$ and force $-kx$. Let $R(\tau)=\langle x(t+\tau)x(t)\rangle$, which is even in $\tau$. Differentiating with respect to the earlier time gives $\langle x(t+\tau)\dot x(t)\rangle=-R'(\tau)$, which is odd. The transform of an odd real function is imaginary, so the added term contributes nothing to $q$ at any frequency. For linear springs the spectrum does not depend on the sharing.

\textbf{Q.} And for a nonlinear bond?

\textbf{A.} The argument fails, because the force and the extension are then different functions of time. A periodic motion shows this. In reduced units let
\begin{equation}
x=\cos t-\tfrac12\sin2t,\qquad \dot x=-\sin t-\cos2t,
\end{equation}
and let the force be $f=x^2$. Then
\begin{equation}
f=\cos^2t-\cos t\,\sin2t+\tfrac14\sin^22t .
\end{equation}
Because $\cos t\sin2t=\frac12(\sin t+\sin3t)$, the part of $f$ at the first harmonic is $-\frac12\sin t$. Its product with $-\sin t$ averages to $+\frac14$. Because $\cos^2t=\frac12+\frac12\cos2t$, the part at the second harmonic is $\frac12\cos2t$. Its product with $-\cos2t$ averages to $-\frac14$. The velocity has no other harmonics. The total work is zero, as it must be for a total derivative, yet the bond takes in power at one frequency and returns it at another. With anharmonic bonds, a quoted spectrum must therefore state how the pair energy was shared. I keep the equal split.

\textbf{Q.} Now the harmonic claim. Why should a correlation between a force and a velocity know anything about transmission?

\textbf{A.} Because in a linear system the motion at each frequency is a response to bath noise at that same frequency. To keep the indices light, give each atom one displacement $u_i$. With $M$ the diagonal mass matrix and $K$ the real symmetric stiffness matrix, Langevin baths give
\begin{equation}
M\ddot u=-Ku-\lambda\dot u+\xi ,
\end{equation}
where $\lambda$ is the diagonal matrix of friction coefficients and $\xi$ is the noise. Using $u(t)\propto\hat u\,e^{-i\omega t}$, so that $\dot u\to-i\omega\hat u$ and $\ddot u\to-\omega^2\hat u$,
\begin{equation}
(\omega^2M-K+i\omega\lambda)\,\hat u=-\hat\xi .
\end{equation}
A bath with memory replaces $-i\omega\lambda$ by a more general self-energy. Writing $\Sigma=\Sigma_L+\Sigma_R$ for the two baths,
\begin{equation}
\hat u=-G\hat\xi,\quad G=[\omega^2M-K-\Sigma]^{-1},\quad \Gamma_b=i(\Sigma_b-\Sigma_b^\dagger).
\end{equation}
For Langevin friction $\Sigma_b=-i\omega\lambda_b$, hence $\Gamma_b=2\omega\lambda_b$. White noise at temperature $T_b$ has the spectrum $2k_BT_b\lambda_b$, which equals $k_BT_b\Gamma_b/\omega$. I assume this last form for every bath. It is the classical fluctuation-dissipation relation. I also assume that the two noises are independent, that each bath acts wholly on its own side of the plane, and that every mode is damped, so that the steady state is unique. The total noise spectrum and the displacement spectrum are then
\begin{equation}
N=\frac{k_B}{\omega}(T_L\Gamma_L+T_R\Gamma_R),\qquad S=GNG^\dagger ,
\label{eq:S}
\end{equation}
with $S_{ij}=\int e^{i\omega\tau}\langle u_i(t+\tau)u_j(t)\rangle d\tau$.

\textbf{Q.} You still have to express $q$ through $S$.

\textbf{A.} The spring between $i$ and $j$ has stiffness $-K_{ij}$, so $F_{ji}=K_{ij}(u_j-u_i)$. As before, a velocity at the earlier time gives minus the derivative with respect to $\tau$, and integration by parts turns that into a factor $i\omega$:
\begin{equation}
\int e^{i\omega\tau}\langle u_a(t+\tau)\dot u_b(t)\rangle\,d\tau=i\omega S_{ab}.
\end{equation}
Multiplying out $(u_j-u_i)(v_i+v_j)/2$ gives
\begin{equation}
\tilde C=\sum_{i\in L,\,j\in R}\frac{i\omega K_{ij}}{2}\,(S_{ji}+S_{jj}-S_{ii}-S_{ij}).
\end{equation}
The matrix $S$ is Hermitian. Its diagonal elements are real and contribute only an imaginary part to $\tilde C$. The other two combine as $S_{ji}-S_{ij}=-2i\,\mathrm{Im}\,S_{ij}$, and therefore
\begin{equation}
q(\omega)=\frac{\omega}{\pi}\sum_{i\in L,\,j\in R}K_{ij}\,\mathrm{Im}\,S_{ij}(\omega).
\label{eq:qS}
\end{equation}

\textbf{Q.} This has $K$ at the plane, while a transmission formula has couplings to the baths. How do you get from one to the other?

\textbf{A.} By an energy balance at one frequency. Since $S=GNG^\dagger$,
\begin{equation}
(\omega^2M-K-\Sigma)S=NG^\dagger .
\end{equation}
Sum the diagonal elements over $R$ and take imaginary parts. The mass term is real. In the $K$ term, pairs with both atoms in $R$ occur together with their complex conjugates and sum to a real number. The pairs that cross the plane remain, and by \eqref{eq:qS} they give $-\pi q/\omega$. In the self-energy term only $\Sigma_R$ acts in $R$, and
\begin{equation}
\mathrm{Im\,Tr}\,\Sigma_RS=\frac1{2i}\mathrm{Tr}\,(\Sigma_R-\Sigma_R^\dagger)S=-\frac12\mathrm{Tr}\,\Gamma_RS .
\end{equation}
With its minus sign this term enters as $+\frac12\mathrm{Tr}\,\Gamma_RS$. For the right-hand side I need
\begin{equation}
G-G^\dagger=G\,\big[(G^\dagger)^{-1}-G^{-1}\big]\,G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iG\Gamma G^\dagger ,
\end{equation}
with $\Gamma=\Gamma_L+\Gamma_R$. It follows that
\begin{equation}
\mathrm{Im}\,\frac{k_BT_R}{\omega}\mathrm{Tr}\,\Gamma_RG^\dagger=\frac{k_BT_R}{2\omega}\mathrm{Tr}\,\Gamma_RG(\Gamma_L+\Gamma_R)G^\dagger .
\end{equation}
Collecting the terms,
\begin{equation}
\frac{\pi q}{\omega}=\frac12\mathrm{Tr}\,\Gamma_RS-\frac{k_BT_R}{2\omega}\mathrm{Tr}\,\Gamma_RG(\Gamma_L+\Gamma_R)G^\dagger .
\end{equation}
Insert $S$ from \eqref{eq:S}. The parts with $\Gamma_R$ twice both carry $T_R$ and cancel. The parts with one $\Gamma_L$ carry $T_L$ and $-T_R$, so that
\begin{equation}
q(\omega)=\frac{k_B(T_L-T_R)}{2\pi}\,\mathcal T(\omega),\qquad \mathcal T=\mathrm{Tr}\,[\Gamma_RG\Gamma_LG^\dagger].
\label{eq:landauer}
\end{equation}
The plane has dropped out: every plane that keeps the baths on their own sides gives the same spectrum.

The steady heat current across a plane has been resolved into a force–velocity spectrum, which for a harmonic system with classical baths equals the Landauer form and is the same at every plane that keeps the baths on their own sides. It remains to check this equality numerically, to see when the baths act as ideal leads, and to find what the spectrum means when the bonds are anharmonic.
